# Separating size and basis effects in silicon dangling-bond energies: a numerical check

```python
"""
Dangling-bond energies of rigid hydrogen-terminated silicon clusters.
I = E(+) - E(0): vertical removal energy; A = E(0) - E(-): addition energy.
U = I - A; R = electronic relaxation energy after removal of one electron.
Result under test: size and basis shifts can be separated up to their mixed
difference, and ghost functions expose basis functions borrowed from neighbours.
Bases: S = valence double zeta, D = S + silicon d and diffuse silicon s,p.
Method: unrestricted Hartree-Fock with a silicon effective core potential.
"""
import os

for variable in ("OMP_NUM_THREADS", "OPENBLAS_NUM_THREADS",
                 "MKL_NUM_THREADS"):
    os.environ[variable] = "1"  # must precede the numerical imports

import numpy as np
from scipy.constants import physical_constants
from pyscf import gto, scf, mp, lib

lib.num_threads(1)
EV = physical_constants["Hartree energy in eV"][0]
SI_SI, SI_H = 2.35, 1.48  # angstrom
D_EXPONENT, DIFFUSE_EXPONENT = 0.40, 0.03  # inverse bohr squared
BONDS = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])
CENTRE = (1, 1, 1)
NEIGHBOURS = [(2, 0, 0), (0, 2, 0), (0, 0, 2)]
SECOND_SHELL = [(3, -1, 1), (1, 3, -1), (-1, 1, 3)]
SITES = {1: [CENTRE], 4: [CENTRE] + NEIGHBOURS,
         7: [CENTRE] + NEIGHBOURS + SECOND_SHELL}
NAMES = {1: "SiH3", 4: "Si4H9", 7: "Si7H15"}


def show(text):
    print(text, flush=True)


def build_cluster(sites):
    """Saturate all missing bonds except the outward bond of the centre."""
    occupied = set(sites)
    silicon, hydrogen = [], []
    for site in sites:
        position = np.array(site) * SI_SI / np.sqrt(3)
        silicon.append(("Si", tuple(position)))
        directions = BONDS if site[0] % 2 else -BONDS
        for direction in directions:
            neighbour = tuple(int(x) for x in np.array(site) + direction)
            dangling = site == CENTRE and tuple(direction) == (1, 1, 1)
            if neighbour not in occupied and not dangling:
                h_position = position + direction * SI_H / np.sqrt(3)
                hydrogen.append(("H", tuple(h_position)))
    return silicon + hydrogen


def with_ghosts(silicon, hydrogen):
    return {"Si": silicon, "H": hydrogen,
            "GHOST-Si": silicon, "GHOST-H": hydrogen}


def basis_set(level):
    silicon = list(gto.basis.load("lanl2dz", "Si"))
    if level == "D":
        silicon += [[2, [D_EXPONENT, 1.0]],
                    [0, [DIFFUSE_EXPONENT, 1.0]],
                    [1, [DIFFUSE_EXPONENT, 1.0]]]
    return with_ghosts(silicon, gto.basis.load("6-31g", "H"))


FITTING = with_ghosts(gto.basis.load("def2-svp-jkfit", "Si"),
                      gto.basis.load("def2-svp-jkfit", "H"))


def charge_states(atoms, basis, core_potential=True, fitted=True,
                  correlation=False):
    used = {symbol for symbol, _ in atoms}
    mol = gto.M(atom=atoms, basis={s: basis[s] for s in used},
                ecp={"Si": "lanl2dz"} if core_potential else {},
                spin=1, unit="Angstrom", verbose=0)
    mf = scf.UHF(mol)
    if fitted:
        mf = mf.density_fit(auxbasis={s: FITTING[s] for s in used})
    else:
        mf._eri = mol.intor("int2e", aosym="s8")
    mf.direct_scf = False
    mf.max_cycle = 80
    core_hamiltonian = mf.get_hcore()
    mf.get_hcore = lambda *args: core_hamiltonian
    n_alpha, n_beta = mol.nelec
    totals, correlated = {}, {}

    def solve(charge, electrons, guess=None):
        mf.nelec = electrons
        mf.conv_tol = 1e-8 if charge == 0 else 1e-7
        mf.kernel(dm0=guess)
        assert mf.converged, "self-consistent field did not converge"
        totals[charge] = mf.e_tot
        if correlation:
            perturbation = mp.UMP2(mf, frozen=5)
            perturbation.kernel()
            correlated[charge] = mf.e_tot + perturbation.e_corr

    solve(0, (n_alpha, n_beta))
    density = np.array(mf.make_rdm1())
    spin_squared = mf.spin_square()[0]
    orbital = np.array(mf.mo_coeff[0])[:, n_alpha - 1]
    orbital_energy = mf.mo_energy[0][n_alpha - 1]
    frozen = density.copy()
    frozen[0] -= np.outer(orbital, orbital)
    frozen_removal = (mf.energy_tot(dm=frozen) - totals[0]) * EV
    # Tolerance allows the residual of the iterated neutral orbitals.
    assert abs(frozen_removal + orbital_energy * EV) < 5e-3
    start, stop = mol.aoslice_by_atom()[0, 2:]
    spin_matrix = (density[0] - density[1]) @ mol.intor("int1e_ovlp")
    spin_population = np.trace(spin_matrix[start:stop, start:stop])

    solve(1, (n_alpha - 1, n_beta), frozen)
    solve(-1, (n_alpha, n_beta + 1), np.array([density[0], density[0]]))
    anion_level = max(mf.mo_energy[0][n_alpha - 1],
                      mf.mo_energy[1][n_beta]) * EV
    removal = (totals[1] - totals[0]) * EV
    result = {"I": removal, "A": (totals[0] - totals[-1]) * EV,
              "R": frozen_removal - removal, "frozen": frozen_removal,
              "totals": totals, "spin": spin_population,
              "S2": spin_squared, "anion": anion_level, "nao": mol.nao}
    assert result["R"] > -1e-4
    if correlation:
        result["I2"] = (correlated[1] - correlated[0]) * EV
        result["A2"] = (correlated[0] - correlated[-1]) * EV
    return result


show(f"Si-Si {SI_SI:.2f}, Si-H {SI_H:.2f} angstrom")
show(f"d exponent {D_EXPONENT:.2f}, diffuse exponent "
     f"{DIFFUSE_EXPONENT:.2f} bohr^-2")

# Geometry: all saturated clusters must be free of hydrogen collisions.
clusters = {n: build_cluster(SITES[n]) for n in SITES}
for n, expected_h in ((1, 3), (4, 9), (7, 15)):
    h_xyz = np.array([xyz for symbol, xyz in clusters[n] if symbol == "H"])
    assert len(h_xyz) == expected_h
    distances = np.linalg.norm(h_xyz[:, None] - h_xyz[None], axis=2)
    closest = distances[np.triu_indices(expected_h, 1)].min()
    assert closest > 2.3
    show(f"{NAMES[n]} closest H-H: {closest:.3f} angstrom")

show("Hartree-Fock energies in eV; nao = number of basis functions")
results = {}
for n, level in ((1, "S"), (1, "D"), (4, "S"), (4, "D"), (7, "S")):
    r = charge_states(clusters[n], basis_set(level))
    results[n, level] = r
    show(f"{NAMES[n]} {level}: nao={r['nao']} I={r['I']:.3f} "
         f"A={r['A']:.3f} U={r['I'] - r['A']:.3f} R={r['R']:.3f}")

# The unpaired electron must belong to the undercoordinated silicon atom.
for n in (1, 4, 7):
    r = results[n, "S"]
    assert r["spin"] > 0.6
    show(f"{NAMES[n]} S: frozen removal={r['frozen']:.3f} eV, "
         f"spin on Si={r['spin']:.3f}, <S^2>={r['S2']:.3f}")
for n in (1, 4):
    level_energy = results[n, "D"]["anion"]
    show(f"{NAMES[n]} D anion highest level: {level_energy:.3f} eV")
    assert level_energy < 0

# Ghost sites supply functions, but neither electrons nor nuclear charge.
ghost_atoms = clusters[1] + [("GHOST-" + symbol, xyz)
                             for symbol, xyz in clusters[4][1:]]
ghosts = {level: charge_states(ghost_atoms, basis_set(level))
          for level in "SD"}

# Enlarged spaces lower total energies; 1e-4 hartree allows fitting errors.
for charge in (-1, 0, 1):
    for n in (1, 4):
        assert (results[n, "D"]["totals"][charge]
                <= results[n, "S"]["totals"][charge] + 1e-4)
    for level in "SD":
        assert (ghosts[level]["totals"][charge]
                <= results[1, level]["totals"][charge] + 1e-4)

borrowed = {(x, level): ghosts[level][x] - results[1, level][x]
            for x in "IA" for level in "SD"}
for x in "IA":
    value = {key: r[x] for key, r in results.items()}
    size_s = value[4, "S"] - value[1, "S"]
    size_d = value[4, "D"] - value[1, "D"]
    basis_1 = value[1, "D"] - value[1, "S"]
    basis_4 = value[4, "D"] - value[4, "S"]
    corrected_s = value[4, "S"] - ghosts["S"][x]
    corrected_d = value[4, "D"] - ghosts["D"][x]
    show(f"{x} size shift SiH3 to Si4H9: S {size_s:.3f}, D {size_d:.3f} eV")
    show(f"{x} basis shift S to D: SiH3 {basis_1:.3f}, "
         f"Si4H9 {basis_4:.3f} eV")
    show(f"{x} average size {(size_s + size_d) / 2:.3f}, "
         f"average basis {(basis_1 + basis_4) / 2:.3f} eV")
    show(f"{x} mixed difference M: {size_d - size_s:.3f} eV")
    show(f"{x} borrowed basis: S {borrowed[x, 'S']:.3f}, "
         f"D {borrowed[x, 'D']:.3f} eV")
    show(f"{x} ghost-corrected size: S {corrected_s:.3f}, "
         f"D {corrected_d:.3f} eV")
    show(f"{x} ghost-corrected M: {corrected_d - corrected_s:.3f} eV")
    show(f"{x} size shift Si4H9 to Si7H15, S: "
         f"{value[7, 'S'] - value[4, 'S']:.3f} eV")
assert abs(borrowed["A", "D"]) < abs(borrowed["A", "S"])

composite = {x: results[7, "S"][x] + results[4, "D"][x]
             - results[4, "S"][x] for x in "IA"}
for x in "IA":
    show(f"Si7H15 composite {x}: {composite[x]:.3f} eV = "
         f"{composite[x] / EV:.5f} hartree")
show(f"Si7H15 composite U: {composite['I'] - composite['A']:.3f} eV")

# Exact four-index integrals test the density fitting.
exact_four = charge_states(clusters[4], basis_set("S"), fitted=False)
fit_error = max(abs(exact_four[x] - results[4, "S"][x]) for x in "IA")
show(f"largest fitting error in I or A of Si4H9: {fit_error:.5f} eV")
assert fit_error < 0.01

# Larger all-electron calculation: test of the small basis and core potential.
reference = charge_states(clusters[1], {"Si": "aug-cc-pvdz",
                                       "H": "aug-cc-pvdz"},
                          core_potential=False, fitted=False,
                          correlation=True)
show(f"SiH3 all-electron HF: I={reference['I']:.3f}, "
     f"A={reference['A']:.3f} eV")
show(f"SiH3 all-electron MP2: I={reference['I2']:.3f}, "
     f"A={reference['A2']:.3f} eV")
show(f"SiH3 MP2 minus HF: I {reference['I2'] - reference['I']:.3f}, "
     f"A {reference['A2'] - reference['A']:.3f} eV")
for x in "IA":
    # The small model lacks hydrogen polarization and explicit core electrons.
    assert abs(results[1, "D"][x] - reference[x]) < 0.3
assert (abs(results[1, "D"]["A"] - reference["A"])
        < abs(results[1, "S"]["A"] - reference["A"]))
print("every check passed")
```

Running it gives:

```
Si-Si 2.35, Si-H 1.48 angstrom
d exponent 0.40, diffuse exponent 0.03 bohr^-2
SiH3 closest H-H: 2.417 angstrom
Si4H9 closest H-H: 2.417 angstrom
Si7H15 closest H-H: 2.417 angstrom
Hartree-Fock energies in eV; nao = number of basis functions
SiH3 S: nao=14 I=8.890 A=-0.368 U=9.258 R=0.578
SiH3 D: nao=23 I=8.790 A=-0.148 U=8.938 R=0.670
Si4H9 S: nao=50 I=7.900 A=0.535 U=7.365 R=1.088
Si4H9 D: nao=86 I=7.825 A=0.588 U=7.236 R=1.136
Si7H15 S: nao=86 I=7.756 A=0.770 U=6.986 R=1.282
SiH3 S: frozen removal=9.468 eV, spin on Si=1.178, <S^2>=0.756
Si4H9 S: frozen removal=8.988 eV, spin on Si=1.194, <S^2>=0.762
Si7H15 S: frozen removal=9.038 eV, spin on Si=1.188, <S^2>=0.762
SiH3 D anion highest level: -0.833 eV
Si4H9 D anion highest level: -1.788 eV
I size shift SiH3 to Si4H9: S -0.990, D -0.965 eV
I basis shift S to D: SiH3 -0.100, Si4H9 -0.075 eV
I average size -0.978, average basis -0.088 eV
I mixed difference M: 0.025 eV
I borrowed basis: S -0.163, D -0.049 eV
I ghost-corrected size: S -0.827, D -0.917 eV
I ghost-corrected M: -0.090 eV
I size shift Si4H9 to Si7H15, S: -0.144 eV
A size shift SiH3 to Si4H9: S 0.903, D 0.737 eV
A basis shift S to D: SiH3 0.219, Si4H9 0.053 eV
A average size 0.820, average basis 0.136 eV
A mixed difference M: -0.166 eV
A borrowed basis: S 0.078, D 0.006 eV
A ghost-corrected size: S 0.825, D 0.731 eV
A ghost-corrected M: -0.094 eV
A size shift Si4H9 to Si7H15, S: 0.235 eV
Si7H15 composite I: 7.681 eV = 0.28226 hartree
Si7H15 composite A: 0.823 eV = 0.03026 hartree
Si7H15 composite U: 6.857 eV
largest fitting error in I or A of Si4H9: 0.00009 eV
SiH3 all-electron HF: I=8.595, A=-0.142 eV
SiH3 all-electron MP2: I=8.847, A=0.745 eV
SiH3 MP2 minus HF: I 0.253, A 0.887 eV
every check passed
```
